\section*{Dipolar Hyperfine Tensor of a p Orbital, with a Silicon Dangling Bond}

\section{The interaction and its sign}

\noindent\textit{Q.} An electron in a p orbital has zero density at the nucleus. Why should its spin split a resonance line at all?

\noindent\textit{A.} The electron's magnetic moment produces a field at a distance, and the nuclear moment feels it. Let $\mathbf r$ be the vector from nucleus to electron. A point moment $\mathbf m$ has the vector potential
\begin{equation}
\mathbf A=\frac{\mu_0}{4\pi}\frac{\mathbf m\times\mathbf r}{r^3}
=\frac{\mu_0}{4\pi}\nabla\times\frac{\mathbf m}{r},
\end{equation}
because $\nabla(1/r)\times\mathbf m=-\mathbf r\times\mathbf m/r^3$. Taking the curl again, with $\nabla\times\nabla\times\mathbf v=\nabla(\nabla\cdot\mathbf v)-\nabla^2\mathbf v$, gives
\begin{equation}
B_i=\frac{\mu_0}{4\pi}\sum_j\left[\partial_i\partial_j-\delta_{ij}\nabla^2\right]\frac1r\;m_j .
\label{eq:field}
\end{equation}
The bracket is even in $\mathbf r$, so it does not matter whether the vector runs from nucleus to electron or back.

\noindent\textit{Q.} The second derivatives of $1/r$ are singular at the origin. What do you do there?

\noindent\textit{A.} Away from the origin, differentiation gives $(3r_ir_j-r^2\delta_{ij})/r^5$, which has zero trace. The full trace must be $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. By isotropy this is shared equally among the three diagonal elements:
\begin{equation}
\partial_i\partial_j\frac1r=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}-\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r),
\end{equation}
where the first term is integrated over angles before radius. The term $-\delta_{ij}\nabla^2(1/r)$ adds $+4\pi\delta_{ij}\delta(\mathbf r)$. The bracket in \eqref{eq:field} is therefore
\begin{equation}
K_{ij}=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}+\frac{8\pi}{3}\delta_{ij}\,\delta(\mathbf r).
\label{eq:kernel}
\end{equation}
The first part is the dipolar interaction and the second is the contact interaction.

\noindent\textit{Q.} The electron's charge is negative. Where does that sign go?

\noindent\textit{A.} With dimensionless spins and $g_e>0$, the moments are $\boldsymbol\mu_e=-g_e\mu_B\mathbf S$ and $\boldsymbol\mu_n=+g_n\mu_N\mathbf I$. The energy is $-\boldsymbol\mu_n\cdot\mathbf B$, so the two minus signs cancel:
\begin{equation}
H=P\sum_{ij}S_iK_{ij}I_j,\qquad
P=\frac{\mu_0}{4\pi}\,g_e\mu_B\,g_n\mu_N .
\label{eq:P}
\end{equation}
I take one unpaired electron, $S=1/2$, in a real orbital $\psi$ well separated in energy from the others. Averaging $K_{ij}$ over $|\psi|^2$ then leaves a spin Hamiltonian $\mathbf S\cdot\mathsf A\cdot\mathbf I$ at leading order. The nucleus is a fixed point, the electron is non-relativistic, and its orbital angular momentum is quenched.

\section{The average over the orbital}

\noindent\textit{Q.} An average of $1/r^3$ looks divergent. Does it exist?

\noindent\textit{A.} For a p orbital with unit axis $\mathbf n$, write
\begin{equation}
\psi(\mathbf r)=\sqrt{\frac{3}{4\pi}}\,R(r)\,(\mathbf n\cdot\hat{\mathbf r}),\qquad
\int_0^\infty R^2r^2\,dr=1 .
\end{equation}
Near the nucleus $R\propto r$. The contact term vanishes because $\psi(0)=0$. The integrand of
\begin{equation}
\langle r^{-3}\rangle=\int_0^\infty R^2\,r^{-3}\,r^2\,dr=\int_0^\infty \frac{R^2}{r}\,dr
\end{equation}
behaves as $r$ at small $r$, so the integral converges. What remains is
\begin{equation}
T_{ij}=P\,\langle r^{-3}\rangle\left(3\langle\hat r_i\hat r_j\rangle-\delta_{ij}\right),
\quad
\langle\hat r_i\hat r_j\rangle=3\sum_{kl}n_kn_l\int\frac{d\Omega}{4\pi}\,\hat r_i\hat r_j\hat r_k\hat r_l .
\label{eq:T0}
\end{equation}

\noindent\textit{Q.} Can you do the angular integral without choosing axes?

\noindent\textit{A.} Yes. It is a fourth-rank tensor, unchanged by rotations and symmetric in all its indices, so it has the form
\begin{equation}
\int\frac{d\Omega}{4\pi}\,\hat r_i\hat r_j\hat r_k\hat r_l
=C\left(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right).
\end{equation}
Set $i=j$ and $k=l$ and sum over both. The left side is 1 and the right side is $C(9+3+3)$, so $C=1/15$. Contracting with $3n_kn_l$ and using $\mathbf n^2=1$,
\begin{equation}
\langle\hat r_i\hat r_j\rangle=\frac{3}{15}\left(\delta_{ij}+2n_in_j\right)=\frac{\delta_{ij}+2n_in_j}{5}.
\end{equation}
Then
\begin{equation}
3\langle\hat r_i\hat r_j\rangle-\delta_{ij}
=\frac{3\delta_{ij}+6n_in_j-5\delta_{ij}}{5}
=\frac25\left(3n_in_j-\delta_{ij}\right),
\end{equation}
and the tensor is
\begin{equation}
T_{ij}=b\,(3n_in_j-\delta_{ij}),\qquad
b=\frac25\,\frac{\mu_0}{4\pi}\,g_e\mu_B\,g_n\mu_N\,\langle r^{-3}\rangle .
\label{eq:main}
\end{equation}
Along $\mathbf n$ the principal value is $3b-b=2b$. For either direction across it, $n_in_j$ contributes nothing and the value is $-b$. The ratio $2:-1:-1$ comes from the angular shape alone. The radial function sets the size, and the sign of $b$ is that of $g_n$.

\noindent\textit{Q.} You removed the singularity by a rule about the order of integration. I would like a calculation that never meets it.

\noindent\textit{A.} Treat the spin as a smooth magnetization $\rho\,\mathbf m$, with $\rho=|\psi|^2$. It is equivalent to a current density $\mathbf j=\nabla\times(\rho\mathbf m)=\nabla\rho\times\mathbf m$. The Biot--Savart law gives the field at the nucleus as
\begin{equation}
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}\,d^3r .
\end{equation}
There is no delta function here. For the hydrogen 2p orbital, with lengths in bohr ($a_0$), $R^2=r^2e^{-r}/24$ and
\begin{equation}
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}\,dr=\frac1{24}=0.041667\;a_0^{-3}.
\end{equation}
Numerical integration of the current formula, for unit $\mathbf m$ and in units of $\mu_0/4\pi$, gives $0.033333\;a_0^{-3}$ for a moment along the axis and $-0.016667\;a_0^{-3}$ for one across it. These are $4/5$ and $-2/5$ of $\langle r^{-3}\rangle$. For the 1s orbital, where $\rho(0)=1/\pi$, the same integral gives $2.666667=8/3$, which is the contact factor $8\pi/3$ times $\rho(0)$.

\noindent\textit{Q.} Does the ratio survive if the orbital is complex, say $p_x\pm ip_y$?

\noindent\textit{A.} The normalized density is half that of $p_x$ plus half that of $p_y$. The three real orbitals together give zero, since $\sum_{\mathbf n}(3n_in_j-\delta_{ij})=3\delta_{ij}-3\delta_{ij}$. Hence
\begin{equation}
\tfrac12\left(\mathsf T^{(x)}+\mathsf T^{(y)}\right)=-\tfrac12\,\mathsf T^{(z)},
\end{equation}
with principal values $-b$ along $z$ and $b/2$ across it. The spin-dipolar part keeps its ratio but reverses sign and halves. Such a state also carries orbital angular momentum, whose field at the nucleus is not included in \eqref{eq:main}. This is why I required a real orbital.

\section{A silicon dangling bond}

\noindent\textit{Q.} What size does this give in a real defect?

\noindent\textit{A.} Take a dangling bond on a $^{29}$Si atom, in the regime of the interface centre between silicon and its oxide. The rough inputs are $g_n=-1.1$, a p weight $w_p=0.7$ and an s weight $w_s=0.1$ on the central atom, with the remaining $0.2$ of the spin on neighbours.

The radial function comes from restricted open-shell Hartree--Fock for the free $^3P$ silicon atom in an uncontracted s,p Gaussian basis. It gives $\langle r^{-3}\rangle=2.0415\;a_0^{-3}$, or about $1.38\times10^4\;\mathrm{nm^{-3}}$. Two other bases give $2.0406$ and $2.0420\;a_0^{-3}$, so the basis error is below $0.1$ percent, though the last two digits are not converged. Spin polarization of the filled shells, electron correlation, relativity and the change of the orbital in the solid are left out.

With $P/h=-105.073\;\mathrm{MHz}\,a_0^3$, a full p orbital has
\begin{equation}
\frac{b_{\rm atom}}h=0.4\times(-105.073)\times2.0415\;\mathrm{MHz}=-85.80\;\mathrm{MHz},
\end{equation}
and the defect has $b/h=0.7\times(-85.80)=-60.06\;\mathrm{MHz}$. The dipolar principal values are about $-120$, $60$ and $60$ MHz. Divided by $g_e\mu_B/h$, their sizes are $4.3$ and $2.1$ mT. I keep more digits below where two calculations on the same inputs are compared; the rough inputs do not justify them as predictions.

\noindent\textit{Q.} How do you know the atomic orbital obeys your angular formula?

\noindent\textit{A.} The tensor was also computed from Gaussian integrals over derivatives of the basis functions, without separating angle from radius. Its eigenvalues are $1.6332$, $-0.8166$ and $-0.8166\;a_0^{-3}$. The radial integral predicts $0.8\times2.0415=1.6332$ and $-0.4\times2.0415=-0.8166$.

\noindent\textit{Q.} You multiplied by the p weight. A hybrid also has an s part, and an s--p cross term in its density.

\noindent\textit{A.} Write the central part as $\sqrt{w_s}\,s+\sqrt{w_p}\,p$. In the dipolar average, the s--s term vanishes because $3\hat r_i\hat r_j-\delta_{ij}$ averages to zero over a sphere. The s--p term vanishes because $s$ and the kernel are even under inversion while $p$ is odd. Only $w_p\mathsf T$ remains. The contact part of \eqref{eq:kernel} sees only the s density and adds an isotropic coupling
\begin{equation}
a=\frac{8\pi}{3}\,P\,w_s\,|s(0)|^2 .
\end{equation}
In the Gaussian basis used here, the atomic 3s density at the nucleus is $3.7216\;a_0^{-3}$. Gaussians have no cusp at the nucleus, which makes this value too low: a basis with much tighter s functions gives about $3.81\;a_0^{-3}$, which would raise $|a|/h$ below by about 8 MHz. The value $3.7216\;a_0^{-3}$ gives
\begin{equation}
\frac ah=\frac{8\pi}{3}\times(-105.073)\times0.1\times3.7216\;\mathrm{MHz}=-327.6\;\mathrm{MHz}.
\end{equation}
One tenth of s character outweighs the whole dipolar part. With $b$ now including the p weight, the combined principal values are
\begin{align}
A_\parallel&=a+2b, & A_\parallel/h&=-327.6-120.12=-447.7\;\mathrm{MHz},\\
A_\perp&=a-b, & A_\perp/h&=-327.6+60.06=-267.5\;\mathrm{MHz}.
\end{align}
Their sizes correspond to $16.0$ and $9.5$ mT. The $2:-1:-1$ pattern is hidden, but subtraction removes $a$:
\begin{equation}
b=\frac{A_\parallel-A_\perp}{3},\qquad
\frac{|b|}{h}=\frac{447.72-267.54}{3}\;\mathrm{MHz}=60.06\;\mathrm{MHz}.
\end{equation}
Line splittings give only the sizes of $A_\parallel$ and $A_\perp$. If their signs were opposite, the sizes would have to be added.

\section{What the spectrometer sees}

\noindent\textit{Q.} At an angle $\theta$ between field and orbital axis, I would project the tensor on the field and get a splitting $|b(3\cos^2\theta-1)|/h$. It vanishes at $54.74^\circ$. Correct?

\noindent\textit{A.} That holds only if the nucleus is quantized along the applied field. Let $\mathbf u$ be the field direction, and suppose the electron Zeeman frequency far exceeds the hyperfine coupling. The electron spin then has projection $m=\pm1/2$ on $\mathbf u$, and for $g_n\mu_NB/h=\nu_n$ the nuclear Hamiltonian is
\begin{equation}
\frac{H_m}{h}=\left(\frac mh\,\mathsf A\mathbf u-\nu_n\mathbf u\right)\cdot\mathbf I .
\end{equation}
For $I=1/2$ the two nuclear levels are separated by the length of the vector in brackets; call it $\omega_\pm$ for $m=\pm1/2$.

If the hyperfine term dominates, the vector nearly reverses when the electron flips. A nucleus that keeps its direction therefore passes from the upper level of one pair to the lower level of the other. The two strong lines lie at $\pm(\omega_++\omega_-)/2$ from the centre, and their separation is
\begin{equation}
\omega_++\omega_-\simeq\frac{|\mathsf A\mathbf u|}{h}.
\end{equation}
For the pure dipolar tensor, the components of $\mathsf A\mathbf u$ are $2b\cos\theta$ and $-b\sin\theta$, so
\begin{equation}
|\mathsf A\mathbf u|=|b|\sqrt{4\cos^2\theta+\sin^2\theta}=|b|\sqrt{1+3\cos^2\theta}.
\label{eq:angle}
\end{equation}
In the opposite limit, $|\nu_n|\gg|\mathsf A\mathbf u|/h$, the nuclear axis stays along $\mathbf u$. The lengths are then $\omega_\pm\simeq|\nu_n\mp\mathbf u\cdot\mathsf A\mathbf u/2h|$. A nucleus that keeps its direction stays in the corresponding upper or lower level, so the separation is $|\omega_+-\omega_-|=|\mathbf u\cdot\mathsf A\mathbf u|/h$, which is your formula.

\noindent\textit{Q.} Which limit applies here?

\noindent\textit{A.} At $340$ mT the electron frequency is $9528.5$ MHz and $|\nu_n|=2.851$ MHz, well below the hyperfine field acting on the nucleus. Diagonalizing the full four-level Hamiltonian for the pure dipolar tensor gives splittings of $120.12$ MHz at $0^\circ$, $85.14$ MHz at the magic angle and $60.06$ MHz at $90^\circ$. The middle one is far from zero. Equation \eqref{eq:angle} gives $\sqrt2\,|b|/h=84.94$ MHz there.

The small excess can be traced. At the magic angle $\mathbf u\cdot\mathsf A\mathbf u=0$, so hyperfine and Zeeman vectors are perpendicular and add in squares:
\begin{equation}
\omega_++\omega_-=\sqrt{84.94^2+(2\times2.851)^2}\;\mathrm{MHz}=85.13\;\mathrm{MHz}.
\end{equation}
This accounts for nearly all of the difference.

\section{Where the single-orbital picture fails}

\noindent\textit{Q.} Suppose the orbital were purely p. Would the measured tensor then show $2:-1:-1$?

\noindent\textit{A.} Not necessarily. The unpaired spin exchanges differently with the two spin directions in the filled s shells, leaving a net spin density at the nucleus. Unrestricted Hartree--Fock for the atom, taken per open electron and multiplied by $0.7$, gives an isotropic term of about $+46$ MHz. Added to the dipolar values, it would give about $-74$ and $+106$ MHz instead of $-120$ and $+60$. This method is not reliable for such a small difference of densities, so I take the number as a sign of importance, not a prediction. An isotropic term leaves $A_\parallel-A_\perp$ unchanged. The same exchange also acts on the p shells, and that does change the dipolar part: the unrestricted spin density of the atom corresponds to an effective $\langle r^{-3}\rangle$ of about $2.35\;a_0^{-3}$ per open electron, 15 percent above the restricted value. The traceless part keeps its $2:-1:-1$ ratio by axial symmetry, but $|b|/h$ would rise from 60 to about 69 MHz.

\noindent\textit{Q.} And spin--orbit coupling? It restores some orbital moment.

\noindent\textit{A.} Consider one electron in a p shell, with $p_x,p_y$ at an energy $\Delta$ above $p_z$ and coupling $\lambda\mathbf L\cdot\mathbf S$. To first order, $p_z$ acquires an orbital moment
\begin{equation}
L_x\to-\frac{2\lambda}{\Delta}\,|\langle p_y|L_x|p_z\rangle|^2S_x=-\frac{2\lambda}{\Delta}S_x ,
\end{equation}
since the matrix element has unit size. Rough values $\lambda=0.02$ eV and $\Delta=6$ eV give a $g$ shift of $-0.0067$ across the axis. Diagonalizing this model, with both the orbital field and the altered spin-dipolar field included, changes the hyperfine values by $1.3$ MHz across the axis and $0.6$ MHz along it. These are about 2 and 0.5 percent of the respective dipolar values. Filled bonding states also contribute and can reverse the sign, so these numbers give only a rough scale.

The direct dipolar field of spin on neighbours is small. Putting the whole remaining $0.2$ in one p orbital pointing along a bond of $0.235$ nm gives at most $0.63$ MHz among the principal values of its dipolar tensor; a point dipole at the same distance gives $0.48$ MHz. This counts only the neighbour's own density. Its orbital also overlaps the central atom. Once it is made orthogonal to the core shells of that atom, the cross term between the two orbitals can change both couplings by far more: a rough estimate gives about 20 MHz in the dipolar and about 200 MHz in the isotropic part, with a sign set by the relative phase of the orbitals. That term is not included here; a reliable value needs the spin density of the whole defect. The relativistic scale $(Z\alpha)^2$ is about 1 percent.

\noindent\textit{Q.} How does all this sit beside the actual interface centre?

\noindent\textit{A.} Its measured $^{29}$Si splittings are roughly 15 mT along the dangling bond and 9 mT across it, close to the $16.0$ and $9.5$ mT found here. The weights were chosen in that regime, so the closeness is no independent confirmation. The largest correction evaluated here is the s character of the central atom: in this example it moves the splittings from about 120 and 60 MHz to about 448 and 268 MHz. At a real interface, bond angles and hybridization also vary from site to site, which spreads the values. A p weight obtained as $|b|/|b_{\rm atom}|$ neglects the cross term with neighbours, and it inherits any relative error in the atomic $\langle r^{-3}\rangle$: if that reference is 10 percent too small, the inferred weight is about 11 percent too large. The restricted value used here gives a weight about 15 percent larger than the unrestricted one would. The remaining printed values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough where they describe the defect)
nuclear g factor of 29Si: -1.1
p weight, s weight, rest: 0.7, 0.1, 0.2
applied field: 340 mT
bond length: 0.235 nm
spin-orbit energy, gap: 0.02 eV, 6.0 eV
CHECKS
angular principal values: [-0.4 -0.4  0.8]
hydrogen 2p <r^-3>: 0.041667 a0^-3
2p current field, parallel: 0.033333 a0^-3 (unit mu0/4pi)
2p current field, across: -0.016667 a0^-3 (unit mu0/4pi)
1s current field: 2.666667 a0^-3 (unit mu0/4pi)
SILICON ATOM, ROHF
total energy: -288.8531 hartree
3p <r^-3>: 2.0415 a0^-3
same, finer basis: 2.0406 a0^-3
3p <r^-3>, converted: 13777 nm^-3
tensor eigenvalues / a0^-3: [-0.8166 -0.8166  1.6332]
3s density at nucleus: 3.7216 a0^-3
DIPOLAR COUPLING
prefactor P/h: -105.073 MHz a0^3
b, full p orbital: -85.80 MHz
b, dangling bond: -60.06 MHz
principal values: -120.12, 60.06, 60.06 MHz
sizes in field: 4.286, 2.143 mT
LINE SPLITTINGS
electron frequency: 9528.5 MHz
nuclear Zeeman frequency, size: 2.851 MHz
magic angle: 54.74 deg
pure p, 0 deg: 120.12 MHz
pure p, magic angle: 85.14 MHz
pure p, magic angle, formula: 84.94 MHz
pure p, 90 deg: 60.06 MHz
with contact, 0 deg: 447.72 MHz
with contact, 90 deg: 267.54 MHz
with contact, 0 deg: 15.98 mT
with contact, 90 deg: 9.55 mT
|b| recovered: 60.06 MHz
NEGLECTED EFFECTS
contact from s admixture: -327.6 MHz
core polarization, UHF: 46.42 MHz
model g shift across axis: -0.00669
spin-orbit change, across: 1.30 MHz
spin-orbit change, parallel: 0.60 MHz
neighbour spin, p orbital: 0.626 MHz
neighbour spin, point dipole: 0.480 MHz
relativistic scale (Z alpha)^2: 1.04 percent
\end{verbatim}
